# The Landscape Bound on Eigenstates of a Disordered Film

Where in a disordered film can the band-tail states of a given energy be found? An eigensolver applied to the whole film answers the question at the cost of computing the states themselves. A single linear equation with a constant source answers part of it beforehand: it marks the regions where a state of energy \(E\) cannot have its largest amplitude, and it limits the amplitude the state can have there. How far this can be trusted depends on a sign condition on the Hamiltonian and on the choice of the energy zero.

Let \(H\) be a self-adjoint one-electron Hamiltonian in a bounded region, with all its eigenvalues above some positive number. It then has an inverse, whose kernel is the Green function \(G(x,y)\), defined by \(HG(x,y)=\delta(x-y)\) with \(H\) acting on \(x\). Here \(x\) stands for all the coordinates. Assume that \(G(x,y)\ge 0\) for all \(x\) and \(y\). The landscape \(u\) is the solution of

\[
Hu=1
\]

with the same boundary conditions as the eigenstates. Since the right-hand side is a pure number, \(u\) has the unit of inverse energy. It is not a wavefunction and is not normalized. The claim is that every bounded eigenstate, \(H\psi=E\psi\), satisfies

\[
|\psi(x)|\le E\,u(x)\,\max_y|\psi(y)| .
\]

To prove it, apply the inverse of \(H\) to both the eigenvalue equation and the landscape equation:

\[
\psi(x)=E\int G(x,y)\,\psi(y)\,dy,\qquad
u(x)=\int G(x,y)\,dy .
\]

Take the absolute value of the first equation. The absolute value of an integral is at most the integral of the absolute value, and \(E>0\), so

\[
|\psi(x)|\le E\int |G(x,y)|\,|\psi(y)|\,dy .
\]

Because \(G\ge0\), we may write \(G\) for \(|G|\). Replacing \(|\psi(y)|\) by its maximum can then only increase the integral:

\[
|\psi(x)|\le E\max|\psi|\int G(x,y)\,dy
=E\,u(x)\max|\psi| .
\]

The positivity of \(H\) supplied the inverse and the sign of \(E\), and the sign of \(G\) turned the last integral into \(u\). The state may be complex, and its normalization cancels. On a lattice the integrals become sums, \(G\) becomes the inverse matrix, and \(1\) becomes a vector of ones; the proof is unchanged.

The factor in front cannot be lowered in general. On a ring with constant potential \(V_0>0\), the uniform state has \(E=V_0\), and the landscape is \(u=1/V_0\). Then \(Eu=1\) everywhere, and the bound is an equality.

The condition \(G\ge0\) must be established for the Hamiltonian at hand. Consider

\[
H=-\frac{\hbar^2}{2m}\nabla^2+V(x)
\]

with bounded real \(V\), hard walls and lowest eigenvalue \(E_1>0\). Let \(Hf=g\) with \(g\ge0\); we show that \(f\ge0\). Split \(f=f_+-f_-\), where \(f_+=\max(f,0)\) and \(f_-=\max(-f,0)\) are both nonnegative and are never nonzero at the same point. Integration by parts, with no surface term because the functions vanish at the walls, gives

\[
\langle a,Hb\rangle=\int\left[\frac{\hbar^2}{2m}\nabla a\cdot\nabla b+Vab\right]dx .
\]

For \(a=f_-\) and \(b=f_+\) both terms vanish, since the functions and their gradients live on separate sets. Hence

\[
0\le\langle f_-,g\rangle=\langle f_-,Hf_+\rangle-\langle f_-,Hf_-\rangle
=-\langle f_-,Hf_-\rangle\le -E_1\int f_-^2\,dx .
\]

The first inequality holds because \(f_-\) and \(g\) are nonnegative, and the last because no state has a mean energy below \(E_1\). The right-hand side is not positive, so it must be zero, and \(f_-=0\). Thus \(H^{-1}\) turns every nonnegative source into a nonnegative response. A source concentrated around \(y\) shows that \(G(x,y)\ge0\).

On a grid of spacing \(a\), the second difference produces a hopping element \(-t\) between neighbours, with \(t=\hbar^2/(2ma^2)\). The cross term is then no longer zero. It equals \(-t\) times a sum of products \(f_-(i)f_+(j)\) over neighbouring sites, which is at most zero. The chain of inequalities survives, with an inequality in place of the second equality. In neither version was \(V\) required to be positive. What matters is that \(H\) as a whole is positive: the kinetic energy of confinement may lift every level above zero even where \(V\) is negative.

This was tested on a chain of 199 sites with a random potential that falls to \(-0.449\) eV while the lowest level lies at \(+0.005\) eV. The inverse matrix had no negative element beyond rounding error. Over all sites and all 199 states, the largest value of \(|\psi|/(Eu\max|\psi|)\) was 0.640, below the permitted value of 1.

Two consequences follow at the point \(x_m\) where \(|\psi|\) is largest. There the bound reads \(1\le E\,u(x_m)\). With \(W(x)=1/u(x)\), which is an energy, this becomes

\[
W(x_m)\le E,\qquad\text{and therefore}\qquad E_1\ge\min_x W(x).
\]

A state of energy \(E\) has its peak inside the region \(W\le E\). Outside that region \(Eu<1\), and the bound restricts the amplitude. Inside it \(Eu\ge1\), and the bound says nothing, since \(|\psi|\le\max|\psi|\) anyway.

The empty one-dimensional box of length \(L\) shows how tight this is. The equation \(-(\hbar^2/2m)u''=1\) with \(u(0)=u(L)=0\) has the solution

\[
u(x)=\frac{m}{\hbar^2}\,x(L-x),\qquad \max u=\frac{mL^2}{4\hbar^2}.
\]

With \(E_n=n^2\pi^2\hbar^2/(2mL^2)\) and \(s=x/L\), the bound becomes

\[
|\sin(n\pi s)|\le\frac{n^2\pi^2}{2}\,s(1-s).
\]

For the ground state the right-hand side at the centre is \(\pi^2/8=1.2337\), where the true value is 1. The lattice calculation gives 1.23368. Near a wall the left side tends to \(n\pi s\) and the right side to \(n^2\pi^2s/2\), so their ratio is \(2/(n\pi)\), or 0.64 for \(n=1\). For large \(n\) the right side falls below 1 only within about \(2L/(n^2\pi^2)\) of each wall. This layer shrinks faster than the wavelength \(2L/n\). For highly excited extended states the bound is therefore true but nearly empty.

The sign condition on \(G\) is a real restriction. Take a ring of 12 sites with site energy \(\varepsilon=0.3\) eV and positive hopping \(w=+0.1\) eV. Its eigenvalues are \(\varepsilon+2w\cos k\), so the lowest is \(\varepsilon-2w=0.1\) eV, and \(H\) is positive. The lowest state has equal magnitudes and alternating signs. The landscape is uniform, and \((\varepsilon+2w)u=1\) gives \(u=1/(0.5\ \text{eV})=2\) eV\(^{-1}\). The bound would require \(1\le0.1\times2=0.2\), which is false. The Green function of this ring has elements of both signs, so the step from \(|G|\) to \(G\) is not allowed.

The remedy is to stop before that step and use

\[
\tilde u(x)=\int|G(x,y)|\,dy,\qquad |\psi(x)|\le E\,\tilde u(x)\max|\psi| ,
\]

which holds whatever the sign of \(G\), provided the integral is finite. For the ring, changing the sign of every second orbital turns the hopping into \(-w\). The transformed matrix is positive with nonpositive hopping, so its inverse is nonnegative. That inverse differs from \(G\) only in signs, and hence equals \(|G|\). Therefore \((\varepsilon-2w)\tilde u=1\), which gives \(\tilde u=10\) eV\(^{-1}\) and \(E_1\tilde u=1\). The repaired bound holds as an equality. Its price in a general problem is that \(\tilde u\) needs the whole inverse, while \(u\) needs one linear solution.

Positivity of \(H\) matters as well, because for the Hamiltonians above it is what secures \(G\ge0\). If \(G\ge0\) were known by other means, the proof would hold for any invertible \(H\) with \(|E|\) in place of \(E\). The following shows how the sign is lost. Let \(\phi_k\) be real orthonormal eigenstates with energies \(E_k\). Expanding the constant source in them gives

\[
u(x)=\sum_k\frac{\phi_k(x)\int\phi_k\,dy}{E_k}.
\]

If the lowest level moves slightly below zero, its term becomes large and changes sign. In the random chain, the energy zero was placed above the lowest level by one tenth of the gap to the second, so that only the lowest level was negative. Then \(|\psi|/\max|\psi|-Eu\) reached 15.6 for the second state, whose energy is positive. Since \(|\psi|/\max|\psi|\) is at most 1, \(Eu\) must be below \(-14\) at that point. The landscape has become negative there and bounds nothing.

The same expansion shows what the energy zero does. Adding a constant to \(V\) leaves the states unchanged but alters \(Eu\). For any \(z<E_1\), the operator \(H-z\) is positive and has the same hopping or kinetic term as \(H\), so the proof applies to it:

\[
(H-z)u_z=1,\qquad |\psi|\le(E-z)\,u_z\max|\psi| .
\]

Each \(z\) gives a valid bound, and the bounds differ. If \(z\) is moved far below the spectrum of a lattice Hamiltonian, \(H\) becomes negligible beside \(-z\). Then \(u_z\to-1/z\) and \((E-z)u_z\to1\), so the bound on the amplitude loses its content. The condition on the peak survives: away from the walls \((E-z)u_z\approx1+(E-V)/|z|\), and it reduces to \(V(x_m)\le E\). In the opposite limit, with a nondegenerate ground state, the first term of the expansion dominates:

\[
(E_1-z)u_z(x)=\phi_1(x)\int\phi_1\,dy+\sum_{k\ge2}\frac{E_1-z}{E_k-z}\,\phi_k(x)\int\phi_k\,dy
\;\longrightarrow\;\phi_1(x)\int\phi_1\,dy .
\]

The left side is nonnegative for every \(z<E_1\), so the limit is nonnegative. It cannot vanish everywhere, because the bound would then force \(\phi_1=0\). Hence \(\int\phi_1\,dy\ne0\), and \(\phi_1\) does not change sign; we choose it nonnegative. The limiting bound is

\[
\frac{\phi_1(x)}{\max\phi_1}\le C\,\frac{\phi_1(x)}{\max\phi_1},\qquad
C=\max\phi_1\int\phi_1\,dy .
\]

It has the true shape of the ground state and is too large by the constant factor \(C\). That \(C\ge1\) also follows from normalization, since \(1=\int\phi_1^2\,dy\le\max\phi_1\int\phi_1\,dy\). In the empty one-dimensional box, \(\phi_1=\sqrt{2/L}\,\sin(\pi x/L)\) has the integral \(\sqrt{2/L}\,(2L/\pi)\), so \(C=4/\pi=1.27\).

For a higher state the factor \(E_k-z\) stays finite as \(z\to E_1\), while \(u_z\) grows as \(1/(E_1-z)\) wherever \(\phi_1\) is nonzero. Its bound therefore diverges there. No single zero serves all states equally well.

Now take an electron in an amorphous oxide film 5 nm thick, moving in a square of side 30 nm with hard edges. The lowest subband of the thickness motion is kept, which leaves a two-dimensional problem. The mass is 0.34 electron masses, so \(\hbar^2/2m=0.1121\) eV nm\(^2\). A grid spacing of 0.5 nm gives \(t=0.1121/0.25=0.448\) eV. The band edge is a sum of random Gaussian bumps of width 1.5 nm, scaled to an rms fluctuation of 0.06 eV. Energies are counted from the lowest grid value of the band edge, on top of the subband energy. The mean band edge then lies at 0.189 eV.

One linear solution gives \(\max u=18.79\) eV\(^{-1}\), and hence \(\min W=0.0532\) eV. No state can lie below this energy. Diagonalization puts the ground state at \(E_1=0.0806\) eV, so \(E_1\max u=1.51\) for this one realization of the disorder. The next level is at 0.1041 eV. For the 40 lowest states, the largest value of \(|\psi|/(Eu\max|\psi|)\) is 0.89, and each state peaks where \(W\le E\).

The ground state peaks at \((18.0,\,9.5)\) nm, where

\[
E_1u=0.0806\times18.61=1.50 .
\]

As it must, the bound permits the peak. At \((13.0,\,9.5)\) nm, 5 nm away, \(u=11.62\) eV\(^{-1}\) and

\[
E_1u=0.0806\times11.62=0.937,
\]

while the true relative amplitude is 0.262. The point is excluded as the site of the peak, but the bound on the amplitude is too high by a factor of 3.6. With this energy zero, the landscape locates the ground state much better than it describes its decay.

The location is sharp because \(E_1u<1\) over 97.4 % of the film. The peak is confined to the remaining 2.6 %, or about 23 nm\(^2\) of the 900 nm\(^2\). For state 10, at 0.174 eV, the excluded share is 69 %, and for state 40, at 0.256 eV, it is 19 %. Much of this exclusion needs no linear solution. At the peak of a real state the kinetic term has the sign of \(\psi\), so \(V(x_m)\le E\) already holds, and on the same grid \(V>E\) covers 93.9 %, 65 % and 12 % of the film for states 1, 10 and 40. The landscape shrinks the region allowed to the ground-state peak from 6.1 % to 2.6 %, and gains only a few points for the higher states. A search for deep tail states can start from the small region \(W\le E\). The saving shrinks as the energy rises, and for state 40, above the mean band edge, it is small.

Raising the energy zero changes the balance. The table follows the ground-state bound at the far point, its average over the film with values above 1 replaced by 1, and the bound on state 10 at the peak of the ground state. The disorder is the same in all rows.

| \(z\) (eV) | State 1, far point | State 1, film mean | State 10, peak of state 1 |
|---|---|---|---|
| 0 | 0.937 | 0.446 | 3.24 |
| 0.0403 | 0.856 | 0.313 | 5.60 |
| 0.0725 | 0.673 | 0.129 | 25.5 |
| 0.0798 | 0.588 | 0.065 | 254 |

The true film mean of \(|\psi|/\max|\psi|\) for the ground state is 0.031. At \(z=0.0798\) eV the averaged bound is about twice that, compared with fourteen times at \(z=0\). The limiting factor is \(C=2.198\), so the far-point bound tends to \(2.198\times0.262=0.576\), close to the last entry. The growth in the last column also follows from the expansion. At the peak of the ground state, the leading term of the bound on state 10 is \(C(E_{10}-z)/(E_1-z)\). With \(z=0.99E_1\) this is \(2.198\times0.0941/0.000806\approx257\), against 254 from the linear solution. Every entry in this column exceeds 1, so the bound on state 10 is empty at that point in all rows. The actual loss shows in the share of the film excluded for its peak, which falls from 69 % in the first row to 55 % in the last.

The parameters are rough typical values for the conduction band of indium gallium zinc oxide. The mass is representative; the disorder strength and its length scale vary with composition and deposition and are less certain. The thickness of 5 nm matters because the next subband lies 0.133 eV higher. With the same disorder in both subbands, the second one starts at \(0.0806+0.133=0.213\) eV. State 40 lies above this energy, so its number counts the states of the lowest subband only, not all states of the film. The subband spacing falls as the inverse square of the thickness. At 20 nm it would be 0.008 eV, well below the rms disorder, and one subband would no longer suffice.

Even at 5 nm, real disorder also varies across the film and mixes the subbands. If the coupling is as large as the rms fluctuation, second-order perturbation theory gives a shift of order \(0.06^2/0.133=0.027\) eV, a third of \(E_1\). This is a cautious estimate: disorder that varies over 1.5 nm across the film partly averages out in the coupling, which makes the shift smaller. It may then be comparable with the shifts that follow. A thickness variation of 0.5 nm moves the subband energy of 0.044 eV by about 0.009 eV. Leakage into a dielectric with a 3 eV barrier lowers it by about 0.006 eV if the mass is the same in the barrier (0.007 eV for a barrier mass of 0.5), equally for all states in this model. A two-band estimate of the nonparabolic dispersion gives \(-0.001\) eV for the ground state and about \(-0.003\) eV for state 40. Halving the grid spacing moves \(E_1\) by 0.0003 eV and \(u\) by at most 3.3 % at any shared point. The film values above belong to the 0.5 nm grid, and their last digits are not converged: in the continuum limit \(E_1\approx0.0810\) eV, state 40 lies at 0.257 eV, \(\max u\approx18.7\) eV\(^{-1}\), \(\min W\approx0.0535\) eV, \(C\approx2.22\), and the excluded share for state 40 is about 20 %. With reflecting side walls in place of hard ones, a state of the same form remains, and its energy differs from \(E_1\) by less than 0.00001 eV.

Temperature and other electrons affect the use of the result more than the inequality. At 300 K the thermal energy is 0.026 eV, slightly more than the 0.0235 eV between the two lowest levels, so the ground state alone does not represent the occupied tail. At a rough sheet density of \(10^{12}\) cm\(^{-2}\), the square holds nine electrons. The Fermi energy of a clean film would be 0.007 eV, below the thermal energy. This does not make the tail nondegenerate: the disordered film has only a few levels at the lowest energies, and these can be largely occupied. The repulsion between two electrons at the mean spacing is about 0.014 eV for a relative permittivity of 10. This single pair already gives more than half the spacing of the two lowest levels, and each electron has eight others in the square, so the repulsion cannot be neglected.

In a mean-field description that adds only a local electrostatic potential, the bound still holds, with \(u\) recomputed in the new potential and the zero kept below the lowest level. The same is true of a three-dimensional single-band film with disorder across its thickness. Nonlocal exchange, several coupled bands or a magnetic field lie outside the proof of \(G\ge0\) given here. For them a bound with \(u\) needs a separate proof; otherwise \(\tilde u\) can be used, provided it is finite and the energies are positive. The program and its output give the remaining inputs and results.

## Table of computed values

```
TESTS ON SMALL MODELS
empty box: E1*max(u) = 1.23368, pi^2/8 = 1.23370
chain: states tested = 199, lowest V = -0.449 eV
chain: lowest level = 0.0050 eV
chain: worst |psi|/(E u max|psi|) = 0.6395
one level below zero: bound exceeded by 15.613
ring: sites 12, site energy 0.3 eV, hop +0.1 eV
ring: E1 = 0.100 eV, u = 2.000 1/eV
ring: E1*u = 0.200 (below 1: bound fails)
ring: E1*sum|G| = 1.000 (repaired)
FILM INPUTS (rough typical values)
mass = 0.34 m_e, hbar^2/2m = 0.1121 eV nm^2
side = 30.0 nm, thickness = 5.0 nm, grid = 0.5 nm
band-edge rms = 0.06 eV, bump width = 1.5 nm
bumps = 400, grid points = 3481
mean band edge above zero = 0.1892 eV
FILM RESULTS
E1, E2, E10, E40 = 0.0806, 0.1041, 0.1739, 0.2557 eV
max u = 18.787 1/eV, min W = 0.0532 eV
E1*max(u) = 1.5142
worst ratio, 40 lowest states = 0.8896
participation area of state 1 = 25.8 nm^2
peak of state 1 at x, y = 18.0, 9.5 nm
peak: u = 18.610 1/eV, W = 0.0537 eV, E1*u = 1.4999
far point at x, y = 13.0, 9.5 nm
far: u = 11.622 1/eV, W = 0.0860 eV, E1*u = 0.9367
far: true |psi|/max|psi| = 0.26220
state 1: area share with E*u < 1 = 0.974
state 10: area share with E*u < 1 = 0.687
state 40: area share with E*u < 1 = 0.187
ENERGY ZERO z: [z in eV] [state 1 bound, far point]
  [state 1 bound capped at 1, film mean] [state 10 bound, peak 1]
  0.0000  0.9367  0.4456  3.236
  0.0403  0.8555  0.3133  5.597
  0.0725  0.6726  0.1293  25.523
  0.0798  0.5876  0.0654  254.281
film mean of true |psi|/max|psi|, state 1 = 0.0311
limit z -> E1: loose factor C = 2.198
limit z -> E1: largest deviation = 4.0e-06
NEGLECTED EFFECTS (estimates)
grid halved: E1 shift = 0.00031 eV, largest u change = 3.26 %
reflecting side walls: shift = -0.00000 eV, overlap = 1.0000
thermal energy at 300 K = 0.0259 eV
subband energy = 0.0442 eV, next subband +0.1327 eV
subband mixing rms^2/gap = 0.0271 eV
nonparabolic shift (gap 3.1 eV) = -0.0011 eV
leakage (barrier 3.0 eV): depth 0.193 nm, shift -0.0061 eV
thickness roughness 0.5 nm: shift = 0.0088 eV
sheet density = 1e+12 cm^-2, electrons in square = 9.0
clean-film Fermi energy = 0.0070 eV
electron repulsion (permittivity 10) = 0.0144 eV
```
